# Do converged Davidson residuals prove that the lowest roots were found?: a numerical check

```python
"""
Result under test: if the start vectors lie in one symmetry sector of H and
the preconditioner commutes with that symmetry, Davidson and Jacobi-Davidson
converge to true eigenpairs of that sector only, and lower roots are missed.

H    : full-CI matrix of water, STO-3G, Ms = 0, in hartree, as stored
D    : diagonal of H in the determinant basis
P    : exchange of alpha and beta strings, eigenvalue (-1)^S
H_sym: H in a basis of P-even and P-odd pairs of determinants, with the
       negligible numerical couplings between sectors set to zero
V    : orthonormal search space;  theta : Ritz values
sector : a C2v irrep together with a sign of P
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, ldl
from pyscf import gto, scf, ao2mo
from pyscf.fci import direct_spin1, spin_op

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
TOL = 1e-6

# ---------- molecule and orbitals ----------
mol = gto.M(atom="O 0 0 0; H 0 0.76 0.59; H 0 -0.76 0.59",
            basis="sto-3g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
C = mf.mo_coeff
norb = C.shape[1]
nocc = mol.nelectron // 2
nelec = (nocc, nocc)

# Reflections of the atomic orbitals 1s 2s px py pz (O), 1s (H), 1s (H)
reflect_x = np.diag([1., 1., -1., 1., 1., 1., 1.])
reflect_y = np.diag([1., 1., 1., -1., 1., 0., 0.])
reflect_y[5, 6] = reflect_y[6, 5] = 1.0
overlap = mol.intor("int1e_ovlp")
orb_x = np.diag(C.T @ overlap @ reflect_x @ C)
orb_y = np.diag(C.T @ overlap @ reflect_y @ C)
assert np.allclose(np.abs(orb_x), 1, atol=1e-7)
assert np.allclose(np.abs(orb_y), 1, atol=1e-7)
orb_x, orb_y = np.rint(orb_x), np.rint(orb_y)

# ---------- CI matrix, spin matrix and symmetry labels ----------
strings = sorted(combinations(range(norb), nocc),
                 key=lambda occ: sum(1 << i for i in occ))
ns = len(strings)
dim = ns * ns
h1 = C.T @ mf.get_hcore() @ C
eri = ao2mo.kernel(mol, C)
h2 = direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)
H = np.zeros((dim, dim))
S2 = np.zeros((dim, dim))
for j in range(dim):
    unit = np.zeros((ns, ns))
    unit.flat[j] = 1.0
    H[:, j] = direct_spin1.contract_2e(h2, unit, norb, nelec).ravel()
    S2[:, j] = spin_op.contract_ss(unit, norb, nelec).ravel()
assert np.abs(H - H.T).max() < 1e-10
H = (H + H.T) / 2 + mol.energy_nuc() * np.eye(dim)
D = np.diag(H).copy()
assert abs(H[0, 0] - mf.e_tot) < 1e-8

string_x = np.array([np.prod(orb_x[list(s)]) for s in strings])
string_y = np.array([np.prod(orb_y[list(s)]) for s in strings])
det_x = np.outer(string_x, string_x).ravel()
det_y = np.outer(string_y, string_y).ravel()
swap = np.arange(dim).reshape(ns, ns).T.ravel()
IRREPS = {(1, 1): "A1", (-1, -1): "A2", (-1, 1): "B1", (1, -1): "B2"}
det_irrep = np.array([IRREPS[int(a), int(b)] for a, b in zip(det_x, det_y)])

# H commutes with both reflections, with P and with S2
for chi in (det_x, det_y):
    assert np.abs(H * (chi[None, :] - chi[:, None])).max() < 1e-9
assert np.abs(H[np.ix_(swap, swap)] - H).max() < 1e-9
assert np.abs(H @ S2 - S2 @ H).max() < 1e-8
assert np.abs(D - D[swap]).max() < 1e-9
D_pair = (D + D[swap]) / 2

# ---------- complete spectrum by dense diagonalization ----------
exact, vectors = eigh(H)


def describe(v):
    """Irrep and total spin of a nondegenerate eigenvector."""
    cx, cy = v @ (det_x * v), v @ (det_y * v)
    assert abs(abs(cx) - 1) < 1e-6 and abs(abs(cy) - 1) < 1e-6
    spin = (np.sqrt(1 + 4 * max(v @ S2 @ v, 0)) - 1) / 2
    assert abs(spin - round(spin)) < 1e-5
    assert abs(v @ v[swap] - (-1) ** round(spin)) < 1e-6
    return IRREPS[round(cx), round(cy)], round(spin)


def position(energy):
    """Place of an energy in the complete spectrum, counted from 1."""
    k = int(np.argmin(np.abs(exact - energy)))
    assert abs(exact[k] - energy) < 1e-8
    return k + 1


# ---------- basis of P-even and P-odd pairs ----------
upper = np.array([i * ns + j for i in range(ns) for j in range(i + 1, ns)])
lower = swap[upper]


def adapt(a):
    """Determinants to pairs; the map is its own inverse.

    The even member sits at (i,j), the odd one at (j,i), for i < j.
    """
    b = a.copy()
    b[upper] = (a[upper] + a[lower]) * np.sqrt(0.5)
    b[lower] = (a[upper] - a[lower]) * np.sqrt(0.5)
    return b


pair_sign = np.ones(dim)
pair_sign[lower] = -1
same_sector = ((det_irrep[:, None] == det_irrep[None, :])
               & (pair_sign[:, None] == pair_sign[None, :]))
H_sym = adapt(adapt(H).T)
H_sym = (H_sym + H_sym.T) / 2
coupling = np.abs(H_sym[~same_sector]).max()
assert coupling < 1e-8
H_sym[~same_sector] = 0.0
assert np.allclose(np.linalg.eigvalsh(H_sym)[:20], exact[:20], atol=1e-8)


def sector_basis(irrep, parity):
    """Determinant-basis vectors of a sector, ordered by diagonal energy."""
    columns = []
    for i in range(ns):
        for j in range(i, ns):
            k = i * ns + j
            if det_irrep[k] != irrep or (i == j and parity < 0):
                continue
            v = np.zeros(dim)
            v[k] = 1.0
            if i != j:
                v[j * ns + i] = parity
            columns.append((D[k], k, v / np.linalg.norm(v)))
    columns.sort(key=lambda item: item[:2])
    return np.array([item[2] for item in columns]).T


def leakage(V, B):
    """Largest norm of the part of a search vector outside span(B)."""
    return np.linalg.norm(V - B @ (B.T @ V), axis=0).max()


# ---------- iterative solver with exchangeable correction ----------
def diagonal_correction(diagonal, weight=1.0, change=adapt):
    """Preconditioner diagonal in determinants; change maps the basis."""
    def correct(r, theta, u):
        gap = diagonal - theta
        gap = np.where(np.abs(gap) < 0.01, 0.01, gap)
        return change(weight * change(r) / gap)
    return correct


def unchanged(a):
    return a


def jacobi_correction(r, theta, u):
    """Exact solution of the projected equation by a bordered system."""
    A = np.zeros((dim + 1, dim + 1))
    A[:dim, :dim] = H_sym - theta * np.eye(dim)
    A[:dim, dim] = A[dim, :dim] = u
    return np.linalg.solve(A, np.append(-r, 0.0))[:dim]


def solve(matrix, guesses, nroots, correct, max_iter=200):
    V = np.linalg.qr(guesses)[0]
    for iteration in range(1, max_iter + 1):
        theta, y = eigh(V.T @ matrix @ V)
        theta, U = theta[:nroots], V @ y[:, :nroots]
        R = matrix @ U - U * theta
        norms = np.linalg.norm(R, axis=0)
        if norms.max() < TOL:
            return theta, norms, V, iteration
        for k in np.flatnonzero(norms >= TOL):
            t = correct(R[:, k], theta[k], U[:, k])
            t = t / np.linalg.norm(t)
            for _ in range(3):
                t = t - V @ (V.T @ t)
            size = np.linalg.norm(t)
            if size > 1e-5:
                V = np.column_stack([V, t / size])
    raise RuntimeError("no convergence")


davidson = diagonal_correction(D_pair)
print(f"determinants: {dim}; RHF energy: {mf.e_tot:.6f} hartree")
print("dense spectrum: position, energy/hartree, irrep, S")
for k in range(10):
    name, spin = describe(vectors[:, k])
    print(f"  {k + 1:2d} {exact[k]:.6f} {name} {spin}")

# Residual bound on the closed-shell determinant, far from convergence
r0 = H[:, 0] - D[0] * np.eye(dim)[0]
distance0 = np.abs(exact - D[0]).min()
assert distance0 <= np.linalg.norm(r0)
print(f"RHF determinant residual norm: {np.linalg.norm(r0):.4f} hartree")
print(f"  distance to nearest root: {distance0:.4f} hartree")

# ---------- three roots from A1, P-even guesses ----------
B = sector_basis("A1", 1)
block = np.linalg.eigvalsh(B.T @ H @ B)
start_ritz = np.linalg.eigvalsh(B[:, :6].T @ H @ B[:, :6])
assert np.all(start_ritz >= block[:6] - 1e-10)
theta, norms, V, its = solve(H_sym, adapt(B[:, :6]), 3, davidson)
assert np.allclose(theta, block[:3], atol=1e-8)
clean_leak = leakage(V, adapt(B))
assert clean_leak < 1e-12
places = [position(e) for e in theta]
assert places != [1, 2, 3]
print(f"A1 P-even sector size: {B.shape[1]}; guesses: 6")
print(f"Davidson iterations: {its}; search vectors: {V.shape[1]}")
print("found: energy/hartree, residual/hartree, true position")
for e, n, p in zip(theta, norms, places):
    print(f"  {e:.6f} {n:.1e} {p}")
print(f"first excitation, found: {(theta[1]-theta[0])*HARTREE_EV:.3f} eV")
print(f"first excitation, true: {(exact[1]-exact[0])*HARTREE_EV:.3f} eV")

# The same run on the stored matrix, whose symmetry is only approximate
raw_theta, n, V, its = solve(
    H, B[:, :6], 3, diagonal_correction(D, change=unchanged))
assert np.allclose(raw_theta, block[:3], atol=1e-8)
raw_leak = leakage(V, B)
assert raw_leak > clean_leak
print(f"largest stored coupling of sectors: {coupling:.1e} hartree")
print(f"search-space leakage, stored matrix: {raw_leak:.1e}")
print(f"search-space leakage, couplings removed: {clean_leak:.1e}")

# Inertia count: independent of the search spaces and of the dense spectrum
sigma = theta[-1] + 1e-4
factor = ldl(H - sigma * np.eye(dim))[1]
count = int(np.sum(np.linalg.eigvalsh(factor) < 0))
assert count == np.sum(exact < sigma) and count > 3
print(f"inertia count below {sigma:.6f} hartree: {count}")
print(f"  roots missed: {count - 3}")

# ---------- one root from an open-shell singlet B1 guess ----------
B1_even, B1_odd = sector_basis("B1", 1), sector_basis("B1", -1)
assert abs(B1_even[:, 0] @ S2 @ B1_even[:, 0]) < 1e-10
guess = adapt(B1_even[:, :1])
low_even = np.linalg.eigvalsh(B1_even.T @ H @ B1_even)[0]
low_odd = np.linalg.eigvalsh(B1_odd.T @ H @ B1_odd)[0]
assert exact[0] < low_odd < low_even
print("one root from singlet B1: energy/hartree, position, iterations")
for name, correct in (("Davidson", davidson),
                      ("Jacobi-Davidson", jacobi_correction)):
    e, n, V, its = solve(H_sym, guess, 1, correct)
    assert abs(e[0] - low_even) < 1e-8
    assert leakage(V, adapt(B1_even)) < 1e-12
    print(f"  {name}: {e[0]:.6f} {position(e[0])} {its}")

# Random weights break D_IJ = D_JI but keep every spatial irrep
weight = np.random.default_rng(7).uniform(0.5, 1.5, dim)
e, n, V, its = solve(H_sym, guess, 1, diagonal_correction(D_pair, weight))
assert abs(e[0] - low_odd) < 1e-8
assert leakage(V, adapt(B1_even)) > 1e-3
assert leakage(V, adapt(np.hstack([B1_even, B1_odd]))) < 1e-12
print(f"  P-breaking weights: {e[0]:.6f} {position(e[0])} {its}")

print("admixture of RHF determinant: amplitude, position, iterations")
for eps in (1e-1, 1e-4, 1e-8):
    mixed = guess.copy()
    mixed[0, 0] += eps
    e, n, V, its = solve(H_sym, mixed, 1, davidson)
    if eps == 1e-1:
        assert abs(e[0] - exact[0]) < 1e-8
    print(f"  {eps:.0e} {position(e[0])} {its}")

# ---------- total spin and the determinant diagonal ----------
occupation = [tuple((i in a) + (i in b) for i in range(norb))
              for a in strings for b in strings]
groups = {}
for k, occ in enumerate(occupation):
    groups.setdefault(occ, []).append(k)
D_mean = D.copy()
for members in groups.values():
    D_mean[members] = D[members].mean()


def spin_commutator(diagonal):
    return np.abs(S2 * (diagonal[:, None] - diagonal[None, :])).max()


assert spin_commutator(D) > 1e-3
assert spin_commutator(D_mean) < 1e-10
# At most four open shells, so S = 0, 1, 2 and this projects onto S = 2
quintet = S2 @ (S2 - 2 * np.eye(dim)) / 24
assert np.abs(quintet @ quintet - quintet).max() < 1e-9
# First correction to the closed-shell determinant, a pure singlet
content = []
for diagonal in (D, D_mean):
    t = diagonal_correction(diagonal, change=unchanged)(r0, D[0], None)
    content.append(np.linalg.norm(quintet @ t) / np.linalg.norm(t))
assert content[0] > 1e-6 and content[1] < 1e-10
print(f"max |[D,S2]|, raw diagonal: {spin_commutator(D):.4f} hartree")
print("quintet amplitude in first normalized correction:")
print(f"  raw diagonal {content[0]:.1e}, averaged {content[1]:.1e}")

# ---------- cure: every sector in turn, then merge ----------
merged, total_size = [], 0
for irrep in ("A1", "A2", "B1", "B2"):
    for parity in (1, -1):
        B = sector_basis(irrep, parity)
        total_size += B.shape[1]
        merged.extend(solve(H_sym, adapt(B[:, :8]), 4, davidson)[0])
assert total_size == dim
merged = np.sort(merged)
error = np.abs(merged[:8] - exact[:8]).max()
assert error < 1e-8
print(f"sector runs: 8, roots per run: 4, merged: {len(merged)}")
print(f"largest error of lowest 8 merged roots: {error:.1e} hartree")
print("done: every assertion held")
```

Output:

```
determinants: 441; RHF energy: -74.963631 hartree
dense spectrum: position, energy/hartree, irrep, S
   1 -75.013764 A1 0
   2 -74.619927 B1 1
   3 -74.560544 B1 0
   4 -74.516364 A1 1
   5 -74.515173 A2 1
   6 -74.478022 A2 0
   7 -74.439172 B2 1
   8 -74.418925 A1 0
   9 -74.333695 B2 1
  10 -74.321392 B2 0
RHF determinant residual norm: 0.3189 hartree
  distance to nearest root: 0.0501 hartree
A1 P-even sector size: 77; guesses: 6
Davidson iterations: 10; search vectors: 30
found: energy/hartree, residual/hartree, true position
  -75.013764 1.1e-07 1
  -74.418925 2.1e-07 8
  -74.024044 6.0e-07 14
first excitation, found: 16.186 eV
first excitation, true: 10.717 eV
largest stored coupling of sectors: 5.9e-15 hartree
search-space leakage, stored matrix: 1.3e-04
search-space leakage, couplings removed: 0.0e+00
inertia count below -74.023944 hartree: 14
  roots missed: 11
one root from singlet B1: energy/hartree, position, iterations
  Davidson: -74.560544 3 10
  Jacobi-Davidson: -74.560544 3 3
  P-breaking weights: -74.619927 2 16
admixture of RHF determinant: amplitude, position, iterations
  1e-01 1 16
  1e-04 3 10
  1e-08 3 10
max |[D,S2]|, raw diagonal: 0.2065 hartree
quintet amplitude in first normalized correction:
  raw diagonal 1.4e-02, averaged 4.9e-17
sector runs: 8, roots per run: 4, merged: 32
largest error of lowest 8 merged roots: 2.8e-14 hartree
done: every assertion held
```
